Thickness-averaged depolarization factor of a sinusoidally polarized slab

A slab 4.0 nm thick carries a normal polarization of amplitude 0.20 µC/cm². If the polarization is the same everywhere, the depolarizing field inside is 2.259 MV/cm. If it varies as a cosine along the slab with a period of 6.0 nm, the field under the crest, averaged through the thickness, is only 0.531 MV/cm, and at mid-thickness it is 0.278 MV/cm. The polarization at the crest is the same in both cases. The theorem below accounts for the first reduction, and Lemma 3 for the second.

**Setting**

SI equations are used. The z axis is normal to the slab, which fills 0 < z < t and is unbounded in x and y. The assumptions are these.

(A1) The polarization inside is P = ẑ P0 cos(kx), with k > 0. It does not depend on z and has no in-plane component.

(A2) P is prescribed. Nothing else in the slab polarizes in response to the field, so the background relative permittivity is 1.

(A3) Vacuum lies on both sides. There are no free charges, no electrodes and no applied field.

The period is Λ = 2π/k. An average over the thickness is written ⟨…⟩, and an average over one period in x is written ⟨…⟩ₓ.

**Theorem**

Under (A1) to (A3), at every x,

⟨E_z⟩(x) = −N P_z(x)/ε0,

N = (1 − e^(−kt))/(kt).

The minus sign says that the average field opposes the local polarization. N relates an average field to P_z; it is not a local proportionality, because E_z varies with z while P_z does not.

**Lemma 1 (bound charge).** The only charge is a sheet σ = +P0 cos(kx) at z = t and a sheet σ = −P0 cos(kx) at z = 0.

Proof. The bound charge density is ρ = −∇·P. Since P has only a z component, ρ = −∂P_z/∂z. Inside the slab this vanishes, because P_z does not depend on z. Going upward, P_z jumps from 0 to P0 cos(kx) at z = 0 and back to 0 at z = t. Minus the derivative of these jumps is

ρ = −P0 cos(kx) δ(z) + P0 cos(kx) δ(z − t),

which is the stated pair of sheets. ∎

**Lemma 2 (one sheet).** A sheet σ0 cos(kx) at z = z0 in vacuum produces

φ = [σ0/(2ε0k)] cos(kx) e^(−k|z−z0|),

E_z = [σ0/(2ε0)] cos(kx) sgn(z − z0) e^(−k|z−z0|).

Proof. Try φ = f(z) cos(kx). Away from the sheet Laplace's equation gives

f″ − k²f = 0,

so f is a combination of e^(kz) and e^(−kz). With no applied field the potential must not grow far away, which leaves the decaying exponential on each side. The potential is continuous at the sheet, so both sides share one constant:

f = C e^(−k|z−z0|).

From E_z = −f′ cos(kx), the field just above the sheet is +kC cos(kx) and just below it is −kC cos(kx). Gauss's law requires the jump to be σ/ε0:

2kC = σ0/ε0, hence C = σ0/(2ε0k).

The solution is unique: the difference f of two solutions would obey f″ = k²f at all z without growing on either side, so it would vanish. ∎

The field of a modulated sheet reaches a distance of about 1/k. Further away, the positive and negative stripes cancel. A uniform sheet has no such length, and its field does not decay.

**Lemma 3 (local field).** Inside the slab

E_z = −(P0/ε0) cos(kx) n(z),

n(z) = ½[e^(−kz) + e^(−k(t−z))].

Proof. For the upper sheet σ0 = +P0 and z − t < 0, so the sign function is −1. Its contribution is

−[P0/(2ε0)] cos(kx) e^(−k(t−z)).

For the lower sheet σ0 = −P0 and z > 0, so the sign function is +1. Its contribution is

−[P0/(2ε0)] cos(kx) e^(−kz).

Both point against P_z, and their sum is the stated field. ∎

Factoring out e^(−kt/2) gives

n(z) = e^(−kt/2) cosh[k(z − t/2)],

which is smallest at mid-thickness and largest at the faces:

n(t/2) = e^(−kt/2),

n(0) = n(t) = ½(1 + e^(−kt)).

**Proof of the theorem.** The first exponential averages to

(1/t)∫₀ᵗ e^(−kz) dz = (1 − e^(−kt))/(kt).

The substitution u = t − z turns the second exponential into the first, so its average is the same. Half the sum of two equal averages is that average:

⟨n⟩ = (1 − e^(−kt))/(kt) = N.

Lemma 3 then gives ⟨E_z⟩ = −N P0 cos(kx)/ε0. ∎

**Remark 1 (the voltage).** Adding the potentials of Lemma 2 gives, inside the slab,

φ = [P0/(2ε0k)] cos(kx) [e^(−k(t−z)) − e^(−kz)].

At z = t the last bracket is 1 − e^(−kt), and at z = 0 it is the negative of this. The potential difference between the faces is therefore

V(x) = φ(x,t) − φ(x,0) = (P0/ε0k)(1 − e^(−kt)) cos(kx) = N P0 t cos(kx)/ε0.

Since ⟨E_z⟩ = −V/t, this is a second route to N.

**Remark 2 (other waveforms).** The equations are linear. If P_z is a sum of terms P_m cos(mkx) with m = 1, 2, …, each uniform in z, then

⟨E_z⟩ = −(1/ε0) Σ_m N(mkt) P_m cos(mkx).

Each harmonic has its own factor, so a polarization with several harmonics is not in general proportional to its average field.

**Limiting cases**

The identity

N = ∫₀¹ e^(−ktu) du

shows that 0 < N < 1 and that N falls steadily as kt grows. Only the ratio of thickness to period matters, since kt = 2πt/Λ.

For kt ≪ 1, put e^(−kt) = 1 − kt + (kt)²/2 − (kt)³/6 + … into N:

N = 1 − kt/2 + (kt)²/6 − …

The factor 1 of a uniformly polarized slab is recovered as k → 0 at fixed t. Each face then supplies half of the field P0/ε0. With t held at 4.0 nm and Λ = 100 nm, kt = 0.2513. The first two terms give 0.874, three terms give 0.885, and the full result is 0.8842. At Λ = 1000 nm, N = 0.9875.

For kt ≫ 1, e^(−kt) is negligible and

N → 1/(kt).

Near a face only the adjacent sheet contributes, so the local factor there tends to ½, while the middle of the slab is almost free of field. The voltage amplitude tends to P0/(ε0k), independent of thickness. Dividing this fixed voltage by t gives the 1/t fall of the average field.

The limits k → 0 at fixed t and t → ∞ at fixed k give N = 1 and N = 0. They do not conflict: the first makes kt small and the second makes it large.

**Proposition 1 (energy).** The electrostatic energy per area is

W/A = N P0² t/(4ε0).

Proof. The energy of a charge distribution is half the integral of charge times potential. Here it comes from the two faces:

W/A = ½⟨σ(t)φ(t) + σ(0)φ(0)⟩ₓ.

Both the charge and the potential change sign between the faces, so the two products are equal. Each is

[P0²/(2ε0k)] (1 − e^(−kt)) cos²(kx).

The average of cos² is ½, so

W/A = ½ · 2 · ½ · [P0²/(2ε0k)](1 − e^(−kt)) = P0²(1 − e^(−kt))/(4ε0k).

Replacing 1 − e^(−kt) by N kt gives the result. ∎

The theorem gives the same value from −½∫⟨P_zE_z⟩ₓ dz. Because P_z is uniform in z, this integral needs only the average field, so N fixes the energy even though the field is non-uniform. The energy includes the field outside the slab. It does not include the local energy of creating the polarization, nor any cost of its gradients. At fixed P0 and t the electrostatic energy falls steadily as the period shrinks, so the model alone does not select a finite period.

**Worked example**

Take t = 4.0 nm, Λ = 6.0 nm and P0 = 0.20 µC/cm² = 0.0020 C/m². Then

k = 2π/(6.0 nm) = 1.0472 nm⁻¹, kt = 4.1888, e^(−kt) = 0.01516,

N = (1 − 0.01516)/4.1888 = 0.2351.

The short-period estimate 1/(kt) = 0.2387 is 1.5% above N, relative to N. The uniform-slab field is P0/ε0 = 2.259 MV/cm, so the amplitude of the average field is

0.2351 × 2.259 MV/cm = 0.531 MV/cm.

The local factors at a face and at mid-thickness are

n(0) = ½(1 + 0.01516) = 0.5076,

n(t/2) = √0.01516 = 0.1231.

They give field amplitudes of 1.147 and 0.278 MV/cm. The average lies between two quite different local values, so N should not be used as a local field factor here.

The voltage amplitude is 0.531 MV/cm × 4.0 nm = 0.212 V. The energy per area is

0.2351 × (0.0020 C/m²)² × (4.0 × 10⁻⁹ m)/(4ε0) = 0.106 mJ/m².

With t and P0 fixed, changing the period to 2 nm gives N = 0.0796, and changing it to 20 nm gives N = 0.5693.

The theorem was also compared with a direct sum over line charges on the two faces, for kt = 1, 4.1888 and 8 at kx = 0.7. The largest absolute difference in N was 1.2 × 10⁻⁷.

**What a polarizable background changes**

Assumption (A2) is severe for a solid. Let the slab respond linearly, in addition to the prescribed P, with relative permittivities ε_x in the plane and ε_z along the normal. P0 remains the amplitude of the prescribed part.

**Proposition 2.** With vacuum on both sides, and with κ = k√(ε_x/ε_z) and γ = √(ε_xε_z), N is replaced by

N_b = (2/kt)/[1 + γ coth(κt/2)].

Proof. Inside, D_x = −ε0ε_x ∂φ/∂x and D_z = −ε0ε_z ∂φ/∂z + P_z. Since P_z does not depend on z, ∇·D = 0 with φ = f(z) cos(kx) gives

ε_z f″ = ε_x k² f, that is, f″ = κ²f.

Reflection about mid-thickness reverses the source charges, so f is odd about z = t/2:

f = A sinh[κ(z − t/2)].

Write S = sinh(κt/2) and C = cosh(κt/2). Above the slab, continuity of φ gives f = A S e^(−k(z−t)). Continuity of D_z at z = t, after division by cos(kx), reads

ε0kAS = −ε0ε_zκAC + P0.

Because ε_zκ = kγ, this becomes

ε0kA(S + γC) = P0.

The potential difference has amplitude 2AS, so

N_b = ε0(2AS)/(tP0) = (2/kt) S/(S + γC).

Dividing numerator and denominator by S gives the result. ∎

For ε_x = ε_z = 1 we have γ = 1 and κ = k. Then S + C = e^(kt/2) and 2S/(S + C) = 1 − e^(−kt), so N_b = N. As k → 0, coth(κt/2) → 2/(κt) and N_b → κ/(kγ) = 1/ε_z, the factor of a uniformly polarized dielectric slab.

For an isotropic background of permittivity ε and short periods, coth → 1 and N_b → 2/[kt(1 + ε)]. The reduction relative to N is then (1 + ε)/2 instead of ε, because vacuum still fills one side of each charged face. With ε = 7 this limit is 4. The example, with t, Λ and P0 unchanged, gives N_b = 0.0581, a reduction by 4.05.

The in-plane response matters too, because the modulated charge also produces a field E_x. With ε_x = 100 and ε_z = 7, γ = √700 = 26.5 and coth(κt/2) is practically 1, so

N_b = (2/4.1888)/(1 + 26.5) = 0.0174.

**Remark 3 (a substrate).** Replace the vacuum below the slab by an isotropic medium of permittivity ε_s. Write the potential inside as

φ = [P0/(ε0k)] cos(kx) (a cosh κz + b sinh κz),

and let F = a cosh κt + b sinh κt be its dimensionless value at the top. The outer potentials decay as e^(kz) below and e^(−k(z−t)) above. Continuity of D_z at the two faces gives

ε_s a − γb = −1,

F + γ(a sinh κt + b cosh κt) = 1,

and the averaged factor is (F − a)/(kt).

When κt ≫ 1 the faces decouple. Near the bottom the potential decays upward as e^(−κz), so b ≈ −a and a ≈ −1/(ε_s + γ). Near the top its slope is κ times its value, so F ≈ 1/(1 + γ). Hence

N_s ≈ (1/kt)[1/(1 + γ) + 1/(ε_s + γ)].

For ε_s = 100 and the background above, κt is about 16, and

N_s = (1/4.1888)(1/27.5 + 1/126.5) = 0.0106.

The substrate alone, with no background in the slab, gives 0.1216, about half of N. Its large permittivity nearly removes the potential of the lower face and leaves that of the upper face.

**Remark 4 (a non-uniform profile).** Return to vacuum without a background, and let P_z = P0 g(z) cos(kx) inside. A thin layer at z′ of thickness dz′ carries opposite sheets on its two sides. With h(u) = sgn(u)e^(−k|u|), Lemma 2 gives its field at z as

dE_z = [P0 g(z′)/(2ε0)] cos(kx) [h(z − z′ − dz′) − h(z − z′)]

= −[P0 g(z′)/(2ε0)] cos(kx) h′(z − z′) dz′.

The jump of h at u = 0 contributes a delta function to its derivative:

h′(u) = 2δ(u) − k e^(−k|u|).

Summing the layers gives

E_z = −(P0/ε0) cos(kx) [g(z) − (k/2)∫₀ᵗ g(z′)e^(−k|z−z′|) dz′].

For g = 1 the integral is [2 − e^(−kz) − e^(−k(t−z))]/k, and Lemma 3 returns. For other profiles the factor that enters the energy weights the field by g:

N_g = −ε0 ∫gE_z dz/[P0 cos(kx) ∫g² dz],

W/A = N_g P0² ∫g² dz/(4ε0).

For g = sin(πz/t), which vanishes at the faces, the example gives N_g = 0.2483, 5.6% above N. At equal P0 the energy is nevertheless lower, because ∫g² dz = t/2 instead of t.

**The real case**

The parameters are rough values for an ultrathin lead titanate film at 700 K, assumed to lie just below its transition into stripe domains, where a weak, nearly sinusoidal modulation is a reasonable starting point. The amplitude of 0.20 µC/cm² is far below the saturated polarization of the material, which is some tens of µC/cm². One assumption that matters greatly for such a film is the absence of other polarizable matter. With rough permittivities of 7 (normal), 100 (in plane) and 100 (substrate), and with t, Λ and P0 held fixed, the average field drops from 0.531 to 0.024 MV/cm, a factor of about 22. The vacuum result is thus a limiting electrostatic case, not an estimate of the field in the film. The factor of 22 is itself only indicative. It is about 17 for ε_x = 50 and about 43 for ε_x = 500. It also assumes a polarization uniform through the thickness and ending sharply at the faces, while the potential decays over 1/κ = 0.25 nm, less than one unit cell of about 0.4 nm. Letting P fall linearly to zero over 0.39 nm at each face halves the average field in the film, lowers it by about 18% in vacuum, and raises the factor to about 35. With these permittivities the profile matters much more than in vacuum: for the sine profile of Remark 4, the energy-weighted factor is about half that of the uniform profile.

The remaining comparisons use the vacuum model, except where the film or its permittivities are named. Its peak field is 0.57 of a rough breakdown field of 2 MV/cm. The potential inside runs between plus and minus half the face-to-face voltage, so no two points differ by more than 0.212 V. This is 7% of a rough 3 eV band gap when expressed as an electron energy, too little to align the valence band at one point with the conduction band at another. It is, however, 3.5 times the thermal voltage of 0.060 V, so a small number of mobile carriers added to the vacuum model would redistribute strongly, and their density would not respond linearly to the potential. With the permittivities above, the face-to-face voltage is about 22 times smaller. The largest potential difference in the slab is then the one between crest and trough at the top face, about 0.016 V. This is still well below the thermal voltage, so the conclusion does not carry over to the film. The charge per area of the carriers would equal P0 at a density

P0/(et) = 3.1 × 10¹⁸ cm⁻³.

This equality does not by itself show how strongly the carriers screen the field. For potentials well below the thermal voltage, mobile carriers of density n add ne²/(ε0k_BT) to the term ε_xk² in the equation for f. At the density above, the addition is 0.94 nm⁻². In the vacuum model k² is 1.10 nm⁻², so the two terms are comparable and assumption (A3) is doubtful, although only as a rough estimate. The potential there is not small against the thermal voltage. The formula also treats the carriers as a smooth fluid on a fixed neutralizing background, whereas a volume of 6 × 6 × 4 nm³ holds only about half a carrier. Without a dielectric, the Coulomb energy of two carriers 4 nm apart is several times k_BT. In the film ε_xk² is about 110 nm⁻², and the same carriers change the average field by less than 1%. The main values of the worked example are listed in the numerical output.

Computed values

```
thickness t: 4.0 nm
period: 6.0 nm
amplitude P0: 0.20 uC/cm2
temperature: 700 K
wave number k: 1.0472 1/nm
k t: 4.1888
exp(-k t): 0.01516
average factor N: 0.2351
thick-slab estimate 1/(k t): 0.2387
local factor at a face: 0.5076
local factor at mid-thickness: 0.1231
P0/eps0 (uniform slab field): 2.259 MV/cm
average field amplitude: 0.531 MV/cm
face field amplitude: 1.147 MV/cm
mid-thickness field amplitude: 0.278 MV/cm
voltage amplitude between faces: 0.2124 V
energy per area: 0.1062 mJ/m2
period 2 nm: k t = 12.5664, N = 0.0796
period 6 nm: k t = 4.1888, N = 0.2351
period 20 nm: k t = 1.2566, N = 0.5693
period 100 nm: k t = 0.2513, N = 0.8842
period 1000 nm: k t = 0.0251, N = 0.9875
neglected effects, same t, period and P0:
background permittivity (rough): 7
in-plane permittivity (rough): 100
substrate permittivity (rough): 100
N, isotropic background: 0.05812
N, background and in-plane response: 0.01739
N, these and substrate: 0.01058
N, substrate alone: 0.12163
energy factor, profile sin(pi z/t): 0.2483
N ratio, vacuum model/isotropic background: 4.05
N ratio, vacuum model/all three: 22.22
average field, isotropic background: 0.1313 MV/cm
average field, all three: 0.0239 MV/cm
breakdown field (rough): 2.0 MV/cm
face field/breakdown field: 0.57
band gap (rough): 3.0 eV
e x voltage/band gap: 0.071
thermal voltage: 0.0603 V
voltage/thermal voltage: 3.52
carrier density matching P0: 3.12e+18 1/cm3
numerical checks:
largest local-field error, line charges: 9.3e-08
largest average error, line charges: 1.2e-07
largest relative energy error: 2.2e-16
largest relative finite-element error: 1.6e-05
relative shift on halving mesh: 4.1e-05
```
